# Time reversal, inversion and the twofold degeneracy of spin-orbit-coupled bands

## Symmetry fixes the signs

A Bloch state carries two vectors that matter here: its crystal momentum $\mathbf k$ and its spin expectation value $\mathbf s=\langle\boldsymbol\sigma\rangle$. Time reversal $\Theta$ reverses all motion, including the angular momentum of spin. Inversion $P$ reverses positions and momenta but leaves angular momentum unchanged. Therefore

$$
\Theta:(\mathbf k,\mathbf s)\to(-\mathbf k,-\mathbf s),\qquad
P:(\mathbf k,\mathbf s)\to(-\mathbf k,\mathbf s),\qquad
P\Theta:(\mathbf k,\mathbf s)\to(\mathbf k,-\mathbf s).
$$

If an operation is a symmetry of the Hamiltonian, the state and its image have the same energy. The first two maps then relate the bands at $\mathbf k$ and $-\mathbf k$. The third yields a state of opposite spin at the same $\mathbf k$, which suggests a degeneracy. The signs alone do not prove it: if $\mathbf s=0$, state and image might coincide. The proof needs one further fact, $(P\Theta)^2=-1$.

## Hamiltonian and conventions

Hartree atomic units are used. One electron moves in a static, real potential with the periodicity of the lattice:

$$
H=\frac{p^2}{2}+V(\mathbf r)+\lambda\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),
\qquad \mathbf p=-i\nabla .
$$

The coupling $\lambda$ is real and has the dimension of length squared; for the bare electron $\lambda=1/(4c^2)$. Levels $E_n(\mathbf k)$ are numbered by increasing energy at each $\mathbf k$, with repetitions for degeneracy. A Bloch spinor obeys $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)$ for every lattice vector $\mathbf R$. Scalar products are integrals over one cell, $\langle f|g\rangle=\int f^\dagger g\,d^3r$, between functions of the same $\mathbf k$.

The two operations are

$$
\Theta=UK,\quad U=-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix},
\qquad (P\psi)(\mathbf r)=\psi(-\mathbf r),
$$

where $K$ is complex conjugation. The origin is placed at the inversion centre when there is one.

## Time reversal

Since $U$ is real and $U^\dagger U=1$,

$$
\langle\Theta f|\Theta g\rangle=\int (Uf^*)^\dagger(Ug^*)\,d^3r
=\int f^{T}g^*\,d^3r=\langle f|g\rangle^* .
$$

Thus $\Theta$ is antiunitary. Its square is $\Theta^2=UU^*=U^2=(-i)^2\sigma_y^2=-1$.

Conjugation changes the sign of $\sigma_y$ and leaves $\sigma_x,\sigma_z$ alone. The matrix $U$ commutes with $\sigma_y$ and anticommutes with $\sigma_x,\sigma_z$. Each component therefore acquires one minus sign:

$$
\Theta\boldsymbol\sigma\Theta^{-1}=U\boldsymbol\sigma^*U^{-1}=-\boldsymbol\sigma .
$$

Conjugation also turns $-i\nabla$ into $+i\nabla$, so $\Theta\mathbf p\Theta^{-1}=-\mathbf p$, while $\mathbf r$ is unchanged. The kinetic energy is quadratic in $\mathbf p$ and $V$ is real, so both are invariant. In the spin-orbit term the two signs cancel:

$$
\Theta\,\lambda\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\,\Theta^{-1}
=\lambda(-\boldsymbol\sigma)\cdot[\nabla V\times(-\mathbf p)]
=\lambda\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
$$

Hence $\Theta H\Theta^{-1}=H$. If $H\psi=E\psi$, then $H\Theta\psi=\Theta H\psi=E\Theta\psi$, because $E$ is real. The image belongs to $-\mathbf k$:

$$
(\Theta\psi)(\mathbf r+\mathbf R)=U\left[e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)\right]^*
=e^{-i\mathbf k\cdot\mathbf R}(\Theta\psi)(\mathbf r).
$$

For normalized $\psi$ its spin is

$$
\langle\Theta\psi|\boldsymbol\sigma\,\Theta\psi\rangle
=-\langle\Theta\psi|\Theta\boldsymbol\sigma\psi\rangle
=-\langle\psi|\boldsymbol\sigma\psi\rangle^*=-\mathbf s .
$$

The first equality uses $\boldsymbol\sigma\Theta=-\Theta\boldsymbol\sigma$, the second antiunitarity, and the last the reality of an expectation value.

It remains to connect this with the band index. $\Theta$ is invertible and preserves orthogonality, so it maps the eigenspace of energy $E$ at $\mathbf k$ onto an eigenspace of equal dimension at $-\mathbf k$. Energies and multiplicities agree, and so do the ordered lists:

$$
E_n(-\mathbf k)=E_n(\mathbf k)\qquad\text{(time reversal)}.
$$

For a nondegenerate level the eigenstate at $-\mathbf k$ is $\Theta\psi$ up to a phase, which gives $\mathbf s_n(-\mathbf k)=-\mathbf s_n(\mathbf k)$. In a degenerate level the spin depends on which state is chosen. The relation then holds between a state and its image, and not between arbitrary eigenvectors returned by a solver.

## Inversion

Let $V(-\mathbf r)=V(\mathbf r)$. Differentiation gives $(\nabla V)(-\mathbf r)=-(\nabla V)(\mathbf r)$. Since $P$ does not act on spin and $P\mathbf pP^{-1}=-\mathbf p$,

$$
P\,\lambda\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\,P^{-1}
=\lambda\boldsymbol\sigma\cdot[(-\nabla V)\times(-\mathbf p)]
=\lambda\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
$$

The other terms are even as well, so $PHP^{-1}=H$. For a Bloch state,

$$
(P\psi)(\mathbf r+\mathbf R)=\psi(-\mathbf r-\mathbf R)
=e^{-i\mathbf k\cdot\mathbf R}(P\psi)(\mathbf r).
$$

The image is an eigenstate at $-\mathbf k$ with the same energy. Its spin is still $\mathbf s$, because $P$ is unitary and commutes with $\boldsymbol\sigma$. Matching eigenspaces as before gives $E_n(-\mathbf k)=E_n(\mathbf k)$, now with $\mathbf s_n(-\mathbf k)=+\mathbf s_n(\mathbf k)$ for a nondegenerate level.

## Both symmetries: the degeneracy

Let $A=P\Theta$. It commutes with $H$ and returns $\mathbf k$ to itself. $P$ acts on position alone and is real, so it commutes with $\Theta$, and

$$
A^2=P^2\Theta^2=(+1)(-1)=-1 .
$$

$A$ is antiunitary: $\langle Af|Ag\rangle=\langle f|g\rangle^*$. Apply this with $f=\psi$, $g=A\psi$, and take the complex conjugate:

$$
\langle\psi|A\psi\rangle=\langle A\psi|A^2\psi\rangle^*
=-\langle A\psi|\psi\rangle^*=-\langle\psi|A\psi\rangle .
$$

A number equal to its own negative is zero. The state $A\psi$ is therefore orthogonal to $\psi$, at the same $\mathbf k$ and energy, whether or not $\mathbf s$ vanishes.

To show that the whole multiplicity is even, take $\phi$ in the same eigenspace, orthogonal to both $\psi$ and $A\psi$. Then

$$
\langle A\psi|A\phi\rangle=\langle\psi|\phi\rangle^*=0,\qquad
\langle\psi|A\phi\rangle=\langle A\psi|A^2\phi\rangle^*=-\langle A\psi|\phi\rangle^*=0 .
$$

The rest of the eigenspace is mapped into itself by $A$. Another pair can be removed, and so on until the finite-dimensional space is exhausted. Every level at every $\mathbf k$ thus has multiplicity $2,4,\dots$; values above two require a further symmetry or an accidental crossing. In a twofold level the spins of $\psi$ and $A\psi$ add to zero, so the trace of $\boldsymbol\sigma$ over the doublet vanishes.

## Where the conditions matter

**Time reversal without inversion.** $\Theta$ connects different crystal momenta in general and forces no degeneracy at one $\mathbf k$. At points where $-\mathbf k=\mathbf k+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector, both labels denote the same Bloch condition. The orthogonality argument then applies to $\Theta$ itself, since $\Theta^2=-1$, and the levels are paired.

**No spin.** For a scalar wave function time reversal is $K$, and $(PK)^2=+1$. The argument gives only $\langle\psi|PK\psi\rangle=\langle\psi|PK\psi\rangle$, and no partner follows.

**Exchange fields.** Add $\mathbf B(\mathbf r)\cdot\boldsymbol\sigma$ with a real periodic $\mathbf B$, as in a mean-field description of a magnet. The operations change it to

$$
\Theta:\ -\mathbf B(\mathbf r)\cdot\boldsymbol\sigma,\qquad
P:\ \mathbf B(-\mathbf r)\cdot\boldsymbol\sigma,\qquad
P\Theta:\ -\mathbf B(-\mathbf r)\cdot\boldsymbol\sigma .
$$

An even field keeps $P$ and breaks $\Theta$. An odd field breaks both but keeps their product. The degeneracy proof used the product alone, so doublets survive in an odd field, although neither symmetry then enforces $E_n(\mathbf k)=E_n(-\mathbf k)$.

## Plane-wave implementation

Write $V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ and $\mathbf q=\mathbf k+\mathbf G$, $\mathbf q'=\mathbf k+\mathbf G'$. The gradient supplies $i(\mathbf G-\mathbf G')V_{\mathbf G-\mathbf G'}$, and $\mathbf p$ acting on the right-hand plane wave supplies $\mathbf q'$. Because $\mathbf G-\mathbf G'=\mathbf q-\mathbf q'$ and $\mathbf q'\times\mathbf q'=0$,

$$
H_{\mathbf q\mathbf q'}=\frac{q^2}{2}\delta_{\mathbf q\mathbf q'}
+V_{\mathbf G-\mathbf G'}
+i\lambda V_{\mathbf G-\mathbf G'}\,\boldsymbol\sigma\cdot(\mathbf q\times\mathbf q').
$$

Each entry is a $2\times2$ spin block. If $c_{\mathbf q}$ is the two-component coefficient of $e^{i\mathbf q\cdot\mathbf r}$, the images have coefficients

$$
\Theta:\ c'_{-\mathbf q}=Uc_{\mathbf q}^*,\qquad
P:\ c'_{-\mathbf q}=c_{\mathbf q},\qquad
P\Theta:\ c'_{\mathbf q}=Uc_{\mathbf q}^* .
$$

The truncated matrix retains the symmetries. A real potential has $V_{-\mathbf G}=V_{\mathbf G}^*$, and $U\boldsymbol\sigma^*U^{-1}=-\boldsymbol\sigma$ cancels the sign from conjugating $i$:

$$
UH_{\mathbf q\mathbf q'}^*U^{-1}
=\frac{q^2}{2}\delta_{\mathbf q\mathbf q'}+V^*_{\mathbf G-\mathbf G'}
+i\lambda V^*_{\mathbf G-\mathbf G'}\boldsymbol\sigma\cdot(\mathbf q\times\mathbf q')
=H_{-\mathbf q,-\mathbf q'} .
$$

With an inversion centre at the origin, $V_{-\mathbf G}=V_{\mathbf G}$ as well. All $V_{\mathbf G}$ are then real, and $H_{-\mathbf q,-\mathbf q'}=H_{\mathbf q\mathbf q'}$. The basis at $-\mathbf k$ must consist of the negatives of the vectors $\mathbf q$ used at $\mathbf k$. A cutoff on $q^2/2$ ensures this. A fixed list of $\mathbf G$ closed under $\mathbf G\to-\mathbf G$ ensures it only when $-\mathbf k$ is taken literally. At a zone-boundary point with $-\mathbf k=\mathbf k+\mathbf G$, the basis at $\mathbf k$ must contain the negative of each of its own vectors; a fixed list does not, and it can split the pairs that time reversal requires there.

If the centre lies at $\mathbf r_0$, then $(P\psi)(\mathbf r)=\psi(2\mathbf r_0-\mathbf r)$, and the rules become

$$
P:\ c'_{-\mathbf q}=e^{2i\mathbf q\cdot\mathbf r_0}c_{\mathbf q},\qquad
P\Theta:\ c'_{\mathbf q}=e^{-2i\mathbf q\cdot\mathbf r_0}Uc_{\mathbf q}^* .
$$

Applying the second rule twice multiplies $c_{\mathbf q}$ by $e^{-2i\mathbf q\cdot\mathbf r_0}e^{+2i\mathbf q\cdot\mathbf r_0}U^2=-1$, so the degeneracy does not depend on the origin.

When $\mathbf k$ and $-\mathbf k$ are merged in a Brillouin-zone sum, energies may be copied if $\Theta$ or $P$ is a symmetry. The spin expectation value of a nondegenerate level, or its sum over a degenerate level, is copied with a minus sign under $\Theta$ and a plus sign under $P$. If $P\Theta$ is the only one of these symmetries, both points must be computed unless another symmetry relates them. This may be a crystal operation. Without spin-orbit coupling and with $\mathbf B(\mathbf r)$ confined to one plane, it may also be $\Theta$ followed by a half-turn of the spins about the normal to that plane.

## Worked example

The model crystal is simple cubic with $a=6$ bohr, and $\mathbf k=(0.20,0.13,0.31)$ in units of $2\pi/a$. The potential has six pairs $\pm\mathbf G$ of Fourier components, with magnitudes between 0.03 and 0.06 hartree. The coupling $\lambda=0.5$ bohr² is deliberately far above the bare value $1.33\times10^{-5}$ bohr², so that its effects are visible. The numerical check below compares the matrix with real-space quadrature and tests the symmetry relations on the computed states.

**Case A: time reversal, no inversion centre.** The three components along the cube axes are real, and the other three have phases 1.0, 0.5 and $-0.8$ rad. A centre at $\mathbf r_0$ would require $V_{\mathbf G}^*=V_{\mathbf G}e^{2i\mathbf G\cdot\mathbf r_0}$ for every $\mathbf G$. The real axial components force $e^{2i\mathbf G\cdot\mathbf r_0}=1$ for the three primitive vectors, and hence for all $\mathbf G$, so every $V_{\mathbf G}$ would have to be real. The complex components therefore exclude a centre anywhere in the cell. The lowest two levels are 0.044572 and 0.044653 hartree at both $\mathbf k$ and $-\mathbf k$. Their separation is

$$
0.044653-0.044572=0.000081\ \text{hartree}\quad(2.2\ \text{meV}).
$$

The lowest band has spin $(0.500,-0.809,-0.299)$ at $\mathbf k$ and the opposite vector at $-\mathbf k$. Bands 1 and 2 at the same $\mathbf k$ have nearly opposite spins, but no symmetry requires exact opposition: their $z$ components are $-0.2991$ and $0.2986$. At $(1/2,0,0)$, where $-\mathbf k=\mathbf k+\mathbf G$, the pairs close to within rounding. They also close at the general $\mathbf k$ when $\lambda=0$.

The splitting has no second-order contribution. Treat $V$ and the spin-orbit term as perturbations of a nondegenerate free-electron level, apart from spin, and let $\mathbf u=\mathbf k\times\mathbf G$. The terms mixing $V$ with spin-orbit coupling through one intermediate state have the numerator

$$
V_{-\mathbf G}(-i\lambda V_{\mathbf G}\boldsymbol\sigma\cdot\mathbf u)
+(i\lambda V_{-\mathbf G}\boldsymbol\sigma\cdot\mathbf u)V_{\mathbf G}=0 .
$$

The term quadratic in spin-orbit coupling has the numerator $\lambda^2|V_{\mathbf G}|^2(\boldsymbol\sigma\cdot\mathbf u)^2=\lambda^2|V_{\mathbf G}|^2u^2$, which is independent of spin. There is no first-order splitting, since $\mathbf k\times\mathbf k=0$. Splitting can therefore start no earlier than third order in the Fourier components.

**Case B: both symmetries.** Setting the phases to zero restores the centre. The lowest two doublets lie at 0.046755 and 0.254626 hartree. Over all 151 pairs in the basis the largest splitting is $9\times10^{-15}$ hartree, which is rounding error. Spin-orbit coupling is not negligible here: it moves at least one of these two doublets by 0.0055 hartree while leaving it double. In the lowest doublet, the state of largest $\langle\sigma_z\rangle$ has spin $(-0.0012,-0.0014,0.9967)$. Its $P\Theta$ partner at $\mathbf k$ has the opposite spin, and its $P$ image at $-\mathbf k$ has the same spin. Without spin, the four lowest levels of this potential are separated by at least 0.0689 hartree, so no doubling occurs among them.

**Case C: inversion, even exchange field.** The potential is that of case B, and the field is $\mathbf B=(0.004,\ 0.008+0.006\cos(2\pi x/a),\ 0.012)$ hartree. The lowest levels are 0.031124 and 0.062310 hartree at both $\mathbf k$ and $-\mathbf k$. The doublet is split by

$$
0.062310-0.031124=0.031186\ \text{hartree}.
$$

The lower state has spin $(-0.255,-0.588,-0.763)$ at both points, as inversion requires.

**Case D: $P\Theta$ alone, odd exchange field.** The potential is that of case B, and the field is $\mathbf B=0.04\,(-\sin(2\pi y/a),\ \sin(2\pi x/a),\ 0)$ hartree. Every level remains paired to within rounding, but the lowest doublet differs between the two points:

$$
E(\mathbf k)-E(-\mathbf k)=0.045897-0.041097=0.004800\ \text{hartree}.
$$

Second-order perturbation theory shows how this difference can arise. For an odd field write $\mathbf B_{\mathbf G}=-i\boldsymbol\beta_{\mathbf G}$, with $\boldsymbol\beta_{\mathbf G}$ real and $\boldsymbol\beta_{-\mathbf G}=-\boldsymbol\beta_{\mathbf G}$. The mixed field and spin-orbit terms are

$$
(i\lambda V_{\mathbf G}\boldsymbol\sigma\cdot\mathbf u)(-i\boldsymbol\beta_{\mathbf G}\cdot\boldsymbol\sigma)
+(i\boldsymbol\beta_{\mathbf G}\cdot\boldsymbol\sigma)(-i\lambda V_{\mathbf G}\boldsymbol\sigma\cdot\mathbf u)
=2\lambda V_{\mathbf G}\,\mathbf u\cdot\boldsymbol\beta_{\mathbf G},
$$

because $\{\boldsymbol\sigma\cdot\mathbf u,\boldsymbol\sigma\cdot\boldsymbol\beta\}=2\mathbf u\cdot\boldsymbol\beta$. The energy shift is

$$
\delta E(\mathbf k)=\sum_{\mathbf G\ne0}
\frac{2\lambda V_{\mathbf G}(\mathbf k\times\mathbf G)\cdot\boldsymbol\beta_{\mathbf G}}
{\tfrac12k^2-\tfrac12|\mathbf k+\mathbf G|^2}.
$$

Reversing $\mathbf k$ and relabelling $\mathbf G\to-\mathbf G$ leaves the denominator, $V_{\mathbf G}$ and the cross product unchanged, but reverses $\boldsymbol\beta_{\mathbf G}$. The shift is odd in $\mathbf k$ and independent of spin: it separates $\mathbf k$ from $-\mathbf k$ without splitting the doublet. In the model four vectors contribute, $\pm(1,0,0)$ and $\pm(0,1,0)$ in units of $2\pi/a$, with $V_{\mathbf G}=-0.06$ and $-0.05$ hartree and $\boldsymbol\beta_{(1,0,0)}=(0,0.02,0)$, $\boldsymbol\beta_{(0,1,0)}=(-0.02,0,0)$ hartree. They give $2\,\delta E(\mathbf k)=0.0062$ hartree. This has the sign and size of the computed 0.0048 hartree but is about 30% too large: most of the excess comes from the neglected higher orders in the periodic potential.

**Case E: no inversion centre, even exchange field.** The potential of case A is combined with the field of case C. None of the three operations is a symmetry. The lowest level is 0.028882 hartree at $\mathbf k$ and 0.028989 hartree at $-\mathbf k$, a difference of 0.000107 hartree. The next level is at 0.060203 hartree at $\mathbf k$, so the doublet is lost as well.

## Numbers as computed

```
lattice constant a = 6.0 bohr; 2pi/a = 1.04720 1/bohr
k = [0.2  0.13 0.31] in units of 2pi/a
model lam = 0.50 bohr^2; bare 1/(4c^2) = 1.3313e-05 bohr^2
cutoff = 6.0 hartree; plane waves at k = 151
V_G for G=(1, 0, 0): size -0.06 hartree, phase +0.0 rad
V_G for G=(0, 1, 0): size -0.05 hartree, phase +0.0 rad
V_G for G=(0, 0, 1): size -0.04 hartree, phase +0.0 rad
V_G for G=(1, 1, 0): size +0.03 hartree, phase +1.0 rad
V_G for G=(0, 1, 1): size +0.05 hartree, phase +0.5 rad
V_G for G=(1, 0, 1): size +0.04 hartree, phase -0.8 rad
(phases used in A and E; all phases zero in B, C, D)
matrix vs quadrature, largest difference = 3.2e-08 hartree
A band 1: E(k) = 0.044572, E(-k) = 0.044572 hartree
  spin(k) = [ 0.5004 -0.8094 -0.2991], spin(-k) = [-0.5004  0.8094  0.2991]
A band 2: E(k) = 0.044653, E(-k) = 0.044653 hartree
  spin(k) = [-0.5002  0.8096  0.2986], spin(-k) = [ 0.5002 -0.8096 -0.2986]
A band 3: E(k) = 0.253512, E(-k) = 0.253512 hartree
  spin(k) = [-0.6776 -0.7066 -0.1093], spin(-k) = [0.6776 0.7066 0.1093]
A band 4: E(k) = 0.253807, E(-k) = 0.253807 hartree
  spin(k) = [0.6759 0.7083 0.111 ], spin(-k) = [-0.6759 -0.7083 -0.111 ]
A splitting 1-2 = 0.000081 hartree = 2.209 meV
A splitting 3-4 = 0.000295 hartree = 8.021 meV
A largest pair splitting at k=(1/2,0,0): 4.7e-15 hartree
A largest pair splitting at k for lam=0: 2.5e-15 hartree
A change of 4 levels, cutoff 6 to 9 hartree: 3.3e-07 hartree
B doublets at k: 0.046755, 0.254626 hartree
B largest splitting over all 151 pairs = 8.9e-15 hartree
B state of largest sigma_z in doublet 1: spin = [-0.0012 -0.0014  0.9967]
B its P*Theta partner at k: spin = [ 0.0012  0.0014 -0.9967]
B its P image at -k: spin = [-0.0012 -0.0014  0.9967]
B |overlap| of state and partner = 3.8e-26
B largest spin-orbit shift of doublets 1,2 = 0.005525 hartree
spinless B: smallest gap among 4 levels = 0.068921 hartree
C band 1: E(k) = 0.031124, E(-k) = 0.031124 hartree
  spin(k) = [-0.2553 -0.5878 -0.7633], spin(-k) = [-0.2553 -0.5878 -0.7633]
C band 2: E(k) = 0.062310, E(-k) = 0.062310 hartree
  spin(k) = [0.2554 0.5874 0.7623], spin(-k) = [0.2554 0.5874 0.7623]
D doublet 1: E(k) = 0.045897, E(-k) = 0.041097 hartree
D largest pair splitting at k and -k = 1.4e-14 hartree
E band 1: E(k) = 0.028882, E(-k) = 0.028989 hartree
E band 2: E(k) = 0.060203, E(-k) = 0.060222 hartree
```
